# Thickness drift of computed interface energies and its removal by fitting

## Definitions and conventions

Consider a periodic stack of alternating metal and semiconductor layers. One repeat contains $n$ metal planes, $s$ semiconductor units and two equivalent interfaces, each of area $A$. Its energy per repeat is $E(n,s)$. The algebra is in atomic units; numbers are in eV and Å.

All stacks are computed with the same lateral cell, in-plane wavevector mesh, smearing and other numerical settings. Let $e_m^*$ and $e_s^*$ be the energies that one more interior metal plane or semiconductor unit adds under those settings, once the layers are thick. The interface energy $\gamma$ is the excess that remains:

$$
2A\gamma=\lim_{n,s\to\infty}\left[E(n,s)-n e_m^*-s e_s^*\right].
$$

The factor 2 counts the interfaces. At finite thickness,

$$
E(n,s)=2A\gamma+n e_m^*+s e_s^*+r(n,s), \tag{1}
$$

where $r$ vanishes when both layers are thick. With electronic smearing, $E$ means the electronic free energy.

## Why the slab has its own bulk energy

Adding a plane in the middle of a thick metal layer leaves both interfaces as they were. The new plane has bulk surroundings, so

$$
E(n+1,s)-E(n,s)=e_m^*+\rho_n,\qquad \rho_n\to0 .
$$

Summing these differences from $n$ to $N-1$ cancels all intermediate energies:

$$
E(N,s)-Ne_m^*=E(n,s)-ne_m^*+\sum_{j=n}^{N-1}\rho_j .
$$

If the sum converges, the left side settles to a constant as $N$ grows, and equation (1) follows for the metal thickness. The same argument holds for $s$. It requires that the interaction between interfaces dies away across either layer, and that no macroscopic electric field crosses the stack, since a field would make an added layer's energy depend on its position.

The numerical settings enter through $e_m^*$. For a given one-electron potential the in-plane wavevector is conserved, so the band energy of the stack is an average of one-dimensional problems, one for each point of the in-plane mesh. Each added plane contributes the bulk energy at those same points. Along the normal, the standing waves of a thick layer become dense and approach a full integral. Thus $e_m^*$ is the bulk energy on the slab's in-plane mesh with the normal wavevector integrated. It differs from the energy of a bulk crystal on another mesh, even a better one.

## The drift

Suppose that the separately computed references are $e_m^*+\delta_m$ and $e_s^*+\delta_s$. The extracted value is

$$
\gamma_{\rm naive}=\frac{E(n,s)-n(e_m^*+\delta_m)-s(e_s^*+\delta_s)}{2A}.
$$

Inserting equation (1) cancels $ne_m^*$ and $se_s^*$:

$$
\gamma_{\rm naive}=\gamma-\frac{n\delta_m+s\delta_s}{2A}+\frac{r(n,s)}{2A}. \tag{2}
$$

The reference error is made once per layer, whereas the interface energy is present once per interface. Making the layers thick eventually removes $r$, though not always steadily, but it enlarges each material's contribution to the error. Contributions of opposite sign cancel in part, but only by accident. A reference that is too low, $\delta<0$, makes $\gamma_{\rm naive}$ rise.

A flat curve against $n$ is not sufficient evidence of a correct result. If $\delta_m=0$ and $s$ is held fixed, the curve is flat at large $n$ but displaced by $-s\delta_s/(2A)$.

## Why the fit removes it

Fit $E=a+bn+cs$ by least squares to $K$ stacks on a complete rectangular grid of thicknesses. Let bars denote means over the stacks, and define

$$
S_n=\sum_i(n_i-\bar n)^2,\qquad S_s=\sum_i(s_i-\bar s)^2 .
$$

On such a grid $\sum_i(n_i-\bar n)(s_i-\bar s)=0$, so the two slopes decouple:

$$
b=\frac{\sum_i(n_i-\bar n)E_i}{S_n},\qquad
c=\frac{\sum_i(s_i-\bar s)E_i}{S_s}.
$$

The fitted plane passes through the mean point, which gives $a=\bar E-b\bar n-c\bar s$. Substituting the slopes,

$$
a=\sum_iw_iE_i,\qquad
w_i=\frac1K-\frac{\bar n(n_i-\bar n)}{S_n}-\frac{\bar s(s_i-\bar s)}{S_s}.
$$

The deviations sum to zero, so $\sum_iw_i=1$. Since $\sum_i(n_i-\bar n)n_i=S_n$ and the mixed sum vanishes,

$$
\sum_iw_in_i=\bar n-\bar n=0,
$$

and likewise $\sum_iw_is_i=0$. Applying the weights to equation (1) gives

$$
a=2A\gamma+\sum_iw_i\,r(n_i,s_i). \tag{3}
$$

Any energy proportional to $n$ or $s$ has dropped out. No bulk reference is needed, and subtracting a wrong one before the fit would change the slopes but not the intercept.

The price is extrapolation to zero thickness. If the stack energies carry independent errors of standard deviation $\sigma$, the variance of $a$ is $\sigma^2\sum_iw_i^2$. The cross terms vanish for the reasons above, leaving

$$
\sigma_a^2=\sigma^2\left(\frac1K+\frac{\bar n^2}{S_n}+\frac{\bar s^2}{S_s}\right). \tag{4}
$$

A wide range of thicknesses therefore matters more than many stacks of similar thickness.

## A model contact

A layered tight-binding model shows the sizes. Both materials share a square lattice of side 2.9 Å, so $A=8.41$ Å$^2$ and $2A=16.82$ Å$^2$. The plane spacing is 2.0 Å. All site energies are zero. With $q=\cos k_x+\cos k_y$, where $k_x$ and $k_y$ are phases per lattice repeat, the bulk bands are

$$
\varepsilon_m=-2t(q+\cos k_z),\qquad
\varepsilon_s=-2t'q\pm|t_1+t_2e^{ik_z}| .
$$

Here $k_z$ is the phase per metal plane or per semiconductor unit, which is a pair of planes. The hoppings are $t=0.7$, $t'=0.2$, $t_1=2.0$ and $t_2=0.65$ eV; hopping across an interface is 0.5 eV. Since $q$ runs from $-2$ to $2$, the conduction minimum is $t_1-t_2-4t'=0.55$ eV and the valence maximum is its negative. The gap is 1.1 eV.

The chemical potential is zero. For an even number of planes, reversing the sign of the orbitals on alternate planes reverses the hopping along the normal. A state of energy $\varepsilon$ at $q$ thus has a partner of energy $-\varepsilon$ at $-q$ with the same weight on every plane. The mesh contains $q$ and $-q$ equally, and the Fermi occupations of the partners add to one. With two spins, each plane holds one electron. No charge is transferred, and at zero chemical potential the free energy equals the grand potential, a sum over the levels.

The stacks were diagonalized on a $6\times6$ in-plane mesh, shifted by half a step from zero, with a single zero wavevector along the normal and a smearing of 0.1 eV. Bulk energies were calculated from the bands. The consistent ones use the same in-plane mesh and 1200 normal points. The metal reference uses a $24\times24\times24$ mesh, and the semiconductor reference uses the slab mesh with four normal points:

- Metal, per plane: consistent $-1.402727$ eV, reference $-1.410083$ eV, $\delta_m=-7.355$ meV.
- Semiconductor, per unit: consistent $-4.106350$ eV, reference $-4.102991$ eV, $\delta_s=+3.360$ meV.

The metal reference is well converged: going to $48^3$ points changes it by about 0.01 meV. It is nevertheless the wrong reference for these slabs.

For $n=20$ and $s=8$ the stack energy is $-60.748219$ eV. Subtracting the references gives

$$
-60.748219+20(1.410083)+8(4.102991)=0.27737\ {\rm eV},
$$

or 16.49 meV/Å$^2$ after division by $2A$. At fixed $s=8$ the series is:

| $n$ | $\gamma_{\rm naive}$ (meV/Å$^2$) |
|---|---|
| 20 | 16.49 |
| 24 | 18.24 |
| 28 | 19.99 |
| 32 | 21.74 |
| 36 | 23.49 |

The slope is 0.437 meV/Å$^2$ per plane, which equals $7.355/16.82$ as equation (2) requires. At fixed $n=28$, each added semiconductor unit lowers the result by 0.200 meV/Å$^2$, in agreement with $3.360/16.82$.

A fit to twenty stacks, with $n=20,24,28,32,36$ and $s=6,8,10,12$, gives slopes of $-1.402727$ and $-4.106351$ eV. These agree with the consistent bulk energies to about 0.001 meV. The intercept is 157.1 meV, so

$$
\gamma=\frac{157.1}{16.82}=9.34\ {\rm meV/Å^2}=0.150\ {\rm J/m^2}.
$$

A much thicker stack, $n=80$ and $s=20$, gives the same 157.1 meV when the consistent bulk energies are subtracted. The naive value at $n=36$ is 2.5 times the fitted $\gamma$.

For this grid $K=20$, $\bar n=28$, $S_n=640$, $\bar s=9$ and $S_s=100$. Equation (4) gives

$$
\frac{\sigma_a}{\sigma}=\sqrt{0.05+1.225+0.81}=1.44 .
$$

Independent errors of 1 meV per stack would cause an intercept error of 1.44 meV, about 1% of the excess.

## When a fit still gives the wrong answer

**One thickness is varied, but both references are doubtful.** At fixed $s$, the intercept against $n$ is $2A\gamma+se_s^*$. Subtracting the faulty semiconductor reference at $s=8$ leaves $157.1-8(3.36)=130.2$ meV, which is 17% too low. Either vary both thicknesses or increase them in fixed proportion. With $n=4j$ and $s=j$, equation (1) has the single slope $4e_m^*+e_s^*$, and a fit for $j=5$ to 9 again gives 157.1 meV. The proportion must hold from zero: with $n=n_0+4j$, the intercept would also contain $n_0e_m^*$.

**The layers are too thin.** With $n=2,4,6$ at $s=8$, and the consistent semiconductor energy subtracted, the intercept is 98 meV, 38% below the thick-stack value. The metal slope is free and the semiconductor reference is consistent, so the error comes from $r$ in equation (3). Refitting without the thinnest stacks reveals such an error if the intercept moves, but one small change does not prove convergence. Here $n=4,6,8$ gives 143 meV and $n=6,8,10$ gives 144 meV, both still 8 to 9% low. The range should be moved to clearly thicker layers before the intercept is trusted. How thick depends on the smearing and the mesh, because $r$ decays more slowly when the smearing is smaller. At 300 K on the same $6\times6$ mesh, the twenty-stack fit above gives 154.3 meV against a thick limit of 160.3 meV, about 4% low, with residuals up to 0.4 meV.

**The common settings are coarse.** The fit makes the bulk subtraction consistent; it does not converge the interface. A thick stack on a $24\times24$ in-plane mesh, with matching bulk energies, gives 9.90 meV/Å$^2$. The $6\times6$ result is 6% below this, although its largest fit residual is only 0.004 meV. The mesh must be converged by repeating the whole series.

**The layers are strained.** The slope is then the strained bulk energy, and $\gamma$ excludes the elastic energy. For equal in-plane strains $\epsilon$ and biaxial modulus $M$, the elastic energy density is $\frac12(2M\epsilon^2)=M\epsilon^2$. A rough $M=100$ GPa and 1% mismatch give 1.05 meV per metal plane in this cell. An unstrained reference would cause an upward drift of $1.05/16.82=0.06$ meV/Å$^2$ per plane. If the total formation energy of a strained film is wanted, this elastic term must be added back for the actual thickness.

## Relation to a real contact

The repeat and spacing are roughly those of silver planes parallel to a cube face, and the gap is close to that of silicon. The mid-gap Fermi level corresponds to a barrier of 0.55 eV; measured barriers for silver on n-type silicon are usually somewhat higher. The common 2.9 Å lattice is not that of silicon, however, and the model omits silver's d electrons, atomic relaxation and ionic repulsion. Their effect on $\gamma$ is not estimated here, so 0.15 J/m$^2$ is not a prediction for silver on silicon.

Two other omissions can be sized within the model. Using 300 K instead of the 0.1 eV smearing, with a $48\times48$ mesh, gives 10.04 meV/Å$^2$, about 1% above the $24\times24$ value. Real contacts also lack the symmetry that keeps every plane neutral. Raising the semiconductor levels by 0.2 eV at 300 K, with the chemical potential held at zero, removes 0.006 electrons per interface cell from the semiconductor. The model does not put them into the metal, as a neutral stack must. If the opposite charge is assumed to sit one plane spacing away, an unscreened parallel-plate capacitor stores about 0.09 meV/Å$^2$, or 1% of $\gamma$. This is only an order of magnitude: the energy grows in proportion to the separation, most of the missing charge lies on the second semiconductor plane rather than the first, and the charge is not self-consistent. The offset also lowers the band part of $\gamma$, by about 0.07 meV/Å$^2$. A real contact with stronger bonding or a larger offset may transfer more, and then needs a self-consistent calculation.

## Practice

Keep the lateral cell, strain, in-plane mesh, basis or cutoff, and smearing fixed through the series. Vary each thickness whose bulk energy is uncertain, and fit energy against layer number over a range where the intercept is stable. Compare the fitted slopes with the separate bulk energies: each difference is the error that would have been multiplied by the thickness. If a separate bulk energy must be used, calculate it in the slab's lateral cell and on its in-plane mesh, with the normal direction converged. Then tighten the common settings and repeat the series until $\gamma$ itself is converged.
